# When a surfactant layer floats on a growing film: verification in Python

```python
"""Floating versus burial of one surfactant layer X under one film layer F.

Result under test: on a substrate S, with no entropy or elastic difference,
  Delta = E(S/F/X) - E(S/X/F) = g_X + g_SF - g_F - g_SX   (floating if < 0)
for coupling between adjacent layers only. g_A: surface energy, g_AB: interface
energy, W_AB: work of adhesion, all per surface site. v[k][AB]: binding between
layers A and B lying k layers apart; u[A]: energy inside one layer.
For a simple cubic nearest-neighbour lattice with Delta < 0, floating is the
lowest of all arrangements of the two upper layers on a large surface if and
only if -|Delta|/8 <= g_FX <= |Delta|/2.
"""
import itertools
import numpy as np
from scipy.constants import e as electron_charge

THICK = 12
PAIRS = ["SS", "FF", "XX", "FS", "SX", "FX"]


def key(a, b):
    return "".join(sorted(a + b))


class Layers:
    """Energies from explicit sums over finite stacks, bottom layer first."""

    def __init__(self, u, v):
        self.u, self.v = u, v

    def energy(self, stack):
        total = sum(self.u[a] for a in stack)
        for k, table in self.v.items():
            for i in range(len(stack) - k):
                total -= table[key(stack[i], stack[i + k])]
        return total

    def bulk(self, a):
        return self.energy(a * (THICK + 1)) - self.energy(a * THICK)

    def surface(self, a):
        return (self.energy(a * THICK) - THICK * self.bulk(a)) / 2

    def excess(self, stack):
        return self.energy(stack) - sum(self.bulk(a) for a in stack)

    def interface(self, a, b):
        return (self.excess(a * THICK + b * THICK)
                - self.surface(a) - self.surface(b))

    def adhesion(self, a, b):
        return (self.energy(a * THICK) + self.energy(b * THICK)
                - self.energy(a * THICK + b * THICK))

    def swap(self, support):
        return self.energy(support + "FX") - self.energy(support + "XF")

    def thick_criterion(self):
        return (self.surface("X") + self.interface("S", "F")
                - self.surface("F") - self.interface("S", "X"))


def cubic_layers(eps):
    u = {a: -2 * eps[a + a] for a in "SFX"}
    return Layers(u, {1: eps})


def bilayer_energy(occ, eps):
    """Energy per column; occ[..., layer, x, y] is 0 for F and 1 for X."""
    bond = np.array([[eps["FF"], eps["FX"]], [eps["FX"], eps["XX"]]])
    foot = np.array([eps["FS"], eps["SX"]])
    total = -foot[occ[..., 0, :, :]].sum(axis=(-2, -1))
    total -= bond[occ[..., 0, :, :], occ[..., 1, :, :]].sum(axis=(-2, -1))
    for axis in (-2, -1):
        total -= bond[occ, np.roll(occ, 1, axis)].sum(axis=(-3, -2, -1))
    return total / (occ.shape[-1] * occ.shape[-2])


def unlike_bonds(occ):
    count = (occ[..., 0, :, :] != occ[..., 1, :, :]).sum(axis=(-2, -1))
    for axis in (-2, -1):
        count = count + (occ != np.roll(occ, 1, axis)).sum(axis=(-3, -2, -1))
    return count / (occ.shape[-1] * occ.shape[-2])


def floating(nx, ny):
    occ = np.zeros((2, nx, ny), dtype=int)
    occ[1] = 1
    return occ


def checkerboard(nx, ny):
    return np.indices((2, nx, ny)).sum(axis=0) % 2


def patches(side):
    occ = np.zeros((2, side, side), dtype=int)
    occ[:, side // 2:, :] = 1
    return occ


def relative(occ, eps):
    ref = floating(occ.shape[-2], occ.shape[-1])
    return bilayer_energy(occ, eps) - bilayer_energy(ref, eps)


# Layer sums with random couplings.
rng = np.random.default_rng(4)
for trial in range(12):
    u = {a: rng.uniform(-2, 0) for a in "SFX"}
    v = {k: {p: rng.uniform(0.1, 1) / k**3 for p in PAIRS} for k in (1, 2, 3)}
    near = Layers(u, {1: v[1]})
    base = "S" * THICK
    g = {a: near.surface(a) for a in "SFX"}
    g_fx = near.interface("F", "X")
    float_sum = g["S"] + near.interface("S", "F") + g_fx + g["X"]
    buried_sum = g["S"] + near.interface("S", "X") + g_fx + g["F"]
    assert abs(near.excess(base + "FX") - float_sum) < 1e-9
    assert abs(near.excess(base + "XF") - buried_sum) < 1e-9
    assert abs(near.swap(base) - near.thick_criterion()) < 1e-9
    later = g["X"] - g["F"] - g_fx
    for film in ("F", "FFF"):
        assert abs(near.swap(base + film) - later) < 1e-9
    far = Layers(u, v)
    work_gap = far.adhesion("S", "X") - far.adhesion("S", "F")
    assert abs(far.thick_criterion() - work_gap) < 1e-9
    assert abs(far.swap(base) - (v[1]["SX"] - v[1]["FS"])) < 1e-9
    error = sum(k * (v[k]["SX"] - v[k]["FS"]) for k in (2, 3))
    assert abs(far.thick_criterion() - far.swap(base) - error) < 1e-9

# All arrangements of 8 F and 8 X atoms in a periodic 4 x 2 bilayer cell.
choices = np.array(list(itertools.combinations(range(16), 8)))
configs = np.zeros((len(choices), 16), dtype=int)
np.put_along_axis(configs, choices, 1, axis=1)
configs = configs.reshape(-1, 2, 4, 2)
exchanged = configs[:, 0].mean(axis=(1, 2))
extra = unlike_bonds(configs) - 1
assert np.all(extra >= -2 * exchanged - 1e-12)
assert np.all(extra <= 8 * exchanged + 1e-12)

# Model bond energies in eV.
model = {"SS": 0.70, "FF": 0.60, "XX": 0.40,
         "FS": 0.64, "SX": 0.50, "FX": 0.48}
SIDE = 60
SPACING_NM = 0.30
stack = cubic_layers(model)
base = "S" * THICK
delta = stack.swap(base)
delta_later = stack.swap(base + "FFF")
gamma_fx = stack.interface("F", "X")
predicted = -exchanged * delta + gamma_fx * extra
assert np.allclose(relative(configs, model), predicted, atol=1e-10)
assert relative(configs, model).min() > -1e-10


def with_interface(eps, value, homo=False):
    new = dict(eps)
    new["FX"] = (eps["FF"] + eps["XX"]) / 2 - value
    if homo:
        new["SS"] = new["FS"] = eps["FF"]
        new["SX"] = new["FX"]
    return new


# Both ends of the window, for a foreign substrate and for S = F.
surface_gap = stack.surface("F") - stack.surface("X")
limits = [(False, -abs(delta) / 8, abs(delta) / 2),
          (True, -surface_gap / 9, surface_gap)]
for homo, low, high in limits:
    for factor, inside in ((0.95, True), (1.05, False)):
        case = with_interface(model, factor * low, homo)
        lowest = relative(configs, case).min()
        assert (lowest > -1e-10) == inside
    for factor, inside in ((0.95, True), (1.30, False)):
        case = with_interface(model, factor * high, homo)
        assert (relative(patches(SIDE), case) > 0) == inside
        if inside:
            assert relative(configs, case).min() > -1e-10

# Contrasting cases with S = F.
strong = with_interface(model, -0.15, homo=True)
high_surface = with_interface(dict(model, XX=0.70), 0.15, homo=True)
strong_stack, high_stack = cubic_layers(strong), cubic_layers(high_surface)
strong_delta, high_delta = strong_stack.swap(base), high_stack.swap(base)
assert strong_stack.surface("X") < strong_stack.surface("F")
assert strong_delta > 0
assert high_stack.surface("X") > high_stack.surface("F")
assert high_delta < 0 and relative(patches(SIDE), high_surface) < 0

# Second-layer coupling that reverses the thick-crystal verdict.
first = dict(model, SX=0.50, FS=0.52)
second = {p: 0.02 for p in PAIRS}
second.update(SX=0.03, FS=0.01)
long_range = Layers(stack.u, {1: first, 2: second})
assert long_range.swap(base) < 0 < long_range.thick_criterion()


def show(label, value, unit="eV per site", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("MODEL, simple cubic, nearest neighbours")
for p in PAIRS:
    show("bond energy " + p, model[p], "eV", 2)
show("site spacing", SPACING_NM, "nm", 2)
for a in "SFX":
    show("surface energy " + a, stack.surface(a))
for a, b in ("SF", "SX", "FX"):
    show("interface energy " + a + b, stack.interface(a, b))
for a, b in ("SF", "SX"):
    show("work of adhesion " + a + b, stack.adhesion(a, b))
bottom = stack.surface("S")
show("excess, floating, without slab bottom", stack.excess(base + "FX") - bottom)
show("excess, buried, without slab bottom", stack.excess(base + "XF") - bottom)
show("Delta, first film layer", delta)
to_si = electron_charge / (SPACING_NM * 1e-9)**2
show("Delta, first film layer", delta * to_si, "J/m^2", 3)
show("Delta, later film layers", delta_later)
show("Delta, later film layers", delta_later * to_si, "J/m^2", 3)
show("window for interface energy FX, lower end", -abs(delta) / 8)
show("window for interface energy FX, upper end", abs(delta) / 2)
show("window if S = F, lower end", -surface_gap / 9)
show("window if S = F, upper end", surface_gap)
print("bilayer arrangements enumerated:", len(configs))
print("patch cell side:", SIDE, "sites")
show("checkerboard minus floating", relative(checkerboard(4, 2), model))
show("patches minus floating", relative(patches(SIDE), model))
for name, eps, layers in (("STRONG F-X BONDS, S = F", strong, strong_stack),
                          ("HIGH SURFACE ENERGY OF X, S = F",
                           high_surface, high_stack)):
    print(name)
    show("bond energy XX", eps["XX"], "eV", 2)
    show("bond energy FX", eps["FX"], "eV", 2)
    show("surface energy X", layers.surface("X"))
    show("interface energy FX", layers.interface("F", "X"))
    show("Delta", layers.swap(base))
    show("checkerboard minus floating", relative(checkerboard(4, 2), eps))
    show("patches minus floating", relative(patches(SIDE), eps))
print("SECOND-LAYER COUPLING")
for k, table in long_range.v.items():
    print(f"v_{k}: SX {table['SX']:.2f}, SF {table['FS']:.2f} eV per site")
show("Delta from direct layer sum", long_range.swap(base))
show("Delta from thick-crystal energies", long_range.thick_criterion())
print("verified")
```

Output:

```
MODEL, simple cubic, nearest neighbours
bond energy SS: 0.70 eV
bond energy FF: 0.60 eV
bond energy XX: 0.40 eV
bond energy FS: 0.64 eV
bond energy SX: 0.50 eV
bond energy FX: 0.48 eV
site spacing: 0.30 nm
surface energy S: 0.3500 eV per site
surface energy F: 0.3000 eV per site
surface energy X: 0.2000 eV per site
interface energy SF: 0.0100 eV per site
interface energy SX: 0.0500 eV per site
interface energy FX: 0.0200 eV per site
work of adhesion SF: 0.6400 eV per site
work of adhesion SX: 0.5000 eV per site
excess, floating, without slab bottom: 0.2300 eV per site
excess, buried, without slab bottom: 0.3700 eV per site
Delta, first film layer: -0.1400 eV per site
Delta, first film layer: -0.249 J/m^2
Delta, later film layers: -0.1200 eV per site
Delta, later film layers: -0.214 J/m^2
window for interface energy FX, lower end: -0.0175 eV per site
window for interface energy FX, upper end: 0.0700 eV per site
window if S = F, lower end: -0.0111 eV per site
window if S = F, upper end: 0.1000 eV per site
bilayer arrangements enumerated: 12870
patch cell side: 60 sites
checkerboard minus floating: 0.1500 eV per site
patches minus floating: 0.0513 eV per site
STRONG F-X BONDS, S = F
bond energy XX: 0.40 eV
bond energy FX: 0.65 eV
surface energy X: 0.2000 eV per site
interface energy FX: -0.1500 eV per site
Delta: 0.0500 eV per site
checkerboard minus floating: -0.6250 eV per site
patches minus floating: 0.1150 eV per site
HIGH SURFACE ENERGY OF X, S = F
bond energy XX: 0.70 eV
bond energy FX: 0.50 eV
surface energy X: 0.3500 eV per site
interface energy FX: 0.1500 eV per site
Delta: -0.1000 eV per site
checkerboard minus floating: 0.6500 eV per site
patches minus floating: -0.0900 eV per site
SECOND-LAYER COUPLING
v_1: SX 0.50, SF 0.52 eV per site
v_2: SX 0.03, SF 0.01 eV per site
Delta from direct layer sum: -0.0200 eV per site
Delta from thick-crystal energies: 0.0200 eV per site
verified
```
